# Finite-size error of a core hole in insulating and metallic supercells: a program that tests the result

```python
"""
Finite-size error of a core hole (charge +1) in a cubic supercell of side L.
Insulator: E(L) = E_inf - alpha/(2 eps L) + O(L^-3), alpha = Madelung constant.
Metal: no 1/L term; exponential convergence if the electron is returned to
the cell, L^-3 if the cell stays charged with a uniform background.
Models: simple cubic lattice (constant a) of polarizable points (insulator)
or of site charges with stiffness U and hole attraction W (metal).
Internal units: length a, energy e^2/(4 pi eps0 a). n = L/a.
"""
import itertools
import numpy as np
from scipy import constants as const

ETA = 5.0                       # Ewald width; short-range part is negligible
SELF_POT = 2 * ETA / np.sqrt(np.pi)
SELF_DIP = 4 * ETA**3 / (3 * np.sqrt(np.pi))
EYE = np.eye(3)


def integer_ball(radius):
    m = np.arange(-radius, radius + 1)
    points = np.array(np.meshgrid(m, m, m, indexing="ij")).reshape(3, -1).T
    return points[(points**2).sum(axis=1) <= radius**2]


def madelung_from_cubes():
    """Direct sum of neutral cubes, then removal of their mean potential."""
    x, wx = np.polynomial.legendre.leggauss(40)
    x, wx = x / 2, wx / 2
    face = 1 / np.sqrt(x[:, None]**2 + x[None, :]**2 + 0.25)
    cube_integral = 1.5 * wx @ face @ wx

    def partial(size):
        m = np.arange(-size, size + 1)
        r2 = (m[:, None, None]**2 + m[None, :, None]**2
              + m[None, None, :]**2).ravel()
        return (np.sum(1 / np.sqrt(r2[r2 > 0]))
                - (2 * size + 1)**2 * cube_integral)

    s1, s2 = partial(20), partial(40)
    h1, h2 = 41.0**-2, 81.0**-2
    limit = (s2 * h1 - s1 * h2) / (h1 - h2)
    return -(limit - np.pi / 6)


G_INT = integer_ball(9)
PARITY = 1.0 - 2.0 * (G_INT.sum(axis=1) % 2)   # phase for body-centre hole


def irreducible_points(n):
    """Wave vectors of the n^3 mesh up to cubic symmetry, with weights."""
    for m in itertools.combinations_with_replacement(range(n // 2 + 1), 3):
        weight = len(set(itertools.permutations(m)))
        for component in m:
            if component != 0 and 2 * component != n:
                weight *= 2
        yield np.array(m) / n, weight


def lattice_sums(n):
    """Weights, potential C, fields of site and body hole, dipole tensor T."""
    weights, pot, f_site, f_body, tensor = [], [], [], [], []
    for q, weight in irreducible_points(n):
        k = 2 * np.pi * (G_INT + q)
        k2 = (k * k).sum(axis=1)
        safe = np.where(k2 > 1e-12, k2, np.inf)
        coul = 4 * np.pi * np.exp(-k2 / (4 * ETA**2)) / safe
        background = 0.0 if q.any() else np.pi / ETA**2
        weights.append(weight)
        pot.append(coul.sum() - SELF_POT - background)
        f_site.append(coul @ k)
        f_body.append((coul * PARITY) @ k)
        tensor.append((k * coul[:, None]).T @ k - SELF_DIP * EYE)
    assert sum(weights) == n**3
    return tuple(np.array(v)
                 for v in (weights, pot, f_site, f_body, tensor))


def polarizability(eps):
    return 3 / (4 * np.pi) * (eps - 1) / (eps + 2)


def insulator_energy(sums, eps, body=False):
    weights, pot, f_site, f_body, tensor = sums
    field = f_body if body else f_site
    dip = np.linalg.solve(EYE / polarizability(eps) + tensor,
                          field[:, :, None])[:, :, 0]
    screened = pot - np.sum(field * dip, axis=1)
    return weights @ screened / (2 * weights.sum())


def metal_energy(sums, stiff, attract, neutral):
    weights, pot = sums[:2]
    c = pot[1:]
    total = weights[1:] @ (c - (c + attract)**2 / (c + stiff))
    total += pot[0]
    if neutral:                 # one screening electron in the whole cell
        total += (pot[0] + stiff) - 2 * (pot[0] + attract)
    return total / (2 * weights.sum())


def real_space_energies(n, eps, stiff, attract):
    """Explicit minimization over all site dipoles or charges of one cell."""
    sites = np.array(list(itertools.product(range(n), repeat=3)))
    number = len(sites)
    k = 2 * np.pi * integer_ball(9 * n) / n
    k2 = (k * k).sum(axis=1)
    coul = (4 * np.pi * np.exp(-k2 / (4 * ETA**2))
            / np.where(k2 > 0, k2, np.inf) / n**3)
    pot, field, tens = [], [], []
    for r in sites:
        phase = k @ r
        cosine = coul * np.cos(phase)
        pot.append(cosine.sum() - np.pi / (ETA**2 * n**3))
        field.append((coul * np.sin(phase)) @ k)
        tens.append((k * cosine[:, None]).T @ k)
    pot, field, tens = np.array(pot), np.array(field), np.array(tens)
    pot[0] -= SELF_POT
    tens[0] -= SELF_DIP * EYE
    diff = (sites[:, None, :] - sites[None, :, :]) % n
    index = (diff[..., 0] * n + diff[..., 1]) * n + diff[..., 2]
    big = tens[index].transpose(0, 2, 1, 3).reshape(3 * number, 3 * number)
    big = big + np.eye(3 * number) / polarizability(eps)
    f = field.ravel()
    results = [0.5 * pot[0] - 0.5 * f @ np.linalg.solve(big, f)]
    kernel = pot[index] + stiff * np.eye(number)
    drive = pot.copy()
    drive[0] += attract
    kkt = np.ones((number + 1, number + 1))
    kkt[:number, :number] = kernel
    kkt[number, number] = 0.0
    for electrons in (1.0, 0.0):
        occ = np.linalg.solve(kkt, np.append(drive, electrons))[:number]
        results.append(0.5 * occ @ kernel @ occ - drive @ occ + 0.5 * pot[0])
    return np.array(results)


# Model parameters
a = 3.0                          # angstrom
eps_weak, eps_model = 1.5, 5.0
U_eV, W_eV = 28.0, 24.0
target = 0.1                     # eV
e2 = const.e / (4 * np.pi * const.epsilon_0) * 1e10     # eV angstrom
unit = e2 / a                    # eV
U, W = U_eV / unit, W_eV / unit

sizes = np.arange(2, 31)
data = {int(n): lattice_sums(int(n)) for n in sizes}

# Madelung constant: direct cubes against Ewald, also for large cells
alpha = madelung_from_cubes()
alpha_ewald = -data[2][1][0]
assert abs(alpha - alpha_ewald) < 1e-5
for n in (3, 8):
    assert abs(data[n][0] @ data[n][1] / n**3 + alpha / n) < 1e-5

# Reciprocal-space energies against explicit minimization in real space
explicit = real_space_energies(3, eps_model, U, W)
recip = np.array([insulator_energy(data[3], eps_model),
                  metal_energy(data[3], U, W, True),
                  metal_energy(data[3], U, W, False)])
assert np.max(np.abs(explicit - recip)) < 1e-6


def free_fit(energies, powers=(0, 1, 3, 5)):
    """Free coefficients of the given powers of 1/n in the large cells."""
    chosen = sizes >= 14
    x = 1.0 / sizes[chosen]
    design = np.array([x**p for p in powers]).T
    return np.linalg.lstsq(design, energies[chosen], rcond=None)[0]


def remainder_ratio(values):
    """Ratio of differences between cells n = 16, 20 and 28."""
    y = dict(zip(sizes.tolist(), values))
    return (y[16] - y[20]) / (y[20] - y[28])


ratio_cubic = remainder_ratio(1.0 / sizes**3)

# Slope of the insulating energies against alpha/(2 eps), then the remainder
fits = {}
for eps in (eps_weak, 2.5, eps_model):
    ins = np.array([insulator_energy(data[int(n)], eps) for n in sizes])
    ins_coef = free_fit(ins)
    assert abs(ins_coef[1] / (-alpha / (2 * eps)) - 1) < 2e-3
    corrected = ins + alpha / (2 * eps * sizes)
    square = free_fit(corrected, (0, 2, 3, 5))[1]
    assert abs(square) < 1e-2    # no inverse-square term
    ratio = remainder_ratio(corrected)
    if eps == eps_weak:          # here the fifth-order term is minor
        assert abs(ratio / ratio_cubic - 1) < 0.1
    fits[eps] = (ins_coef, square, ratio)
# ins, ins_coef and corrected now belong to eps_model

# Shift between two inequivalent hole positions: no 1/L term
body = np.array([insulator_energy(data[int(n)], eps_model, True)
                 for n in sizes])
shift = body - ins
shift_coef = free_fit(shift)
assert abs(shift_coef[1]) < 1e-3

# Metal: exponential for the neutral cell, inverse cube for the charged one
met = np.array([metal_energy(data[int(n)], U, W, True) for n in sizes])
met_q = np.array([metal_energy(data[int(n)], U, W, False) for n in sizes])
met_inf = met[-1]
err_met = dict(zip(sizes.tolist(), met - met_inf))
err_met_q = dict(zip(sizes.tolist(), met_q - met_inf))
assert abs(err_met[6]) < abs(err_met[3]) / 100
assert abs(err_met_q[6] * 6**3 / (err_met_q[12] * 12**3) - 1) < 0.02

# Errors in eV and smallest cells that stay below the target
errors = {
    "insulator, uncorrected": (ins - ins_coef[0]) * unit,
    "insulator, corrected": (corrected - ins_coef[0]) * unit,
    "insulator, site shift": (shift - shift_coef[0]) * unit,
    "metal, neutral cell": (met - met_inf) * unit,
    "metal, charged cell": (met_q - met_inf) * unit,
}


def smallest_size(err):
    good = [int(n) for i, n in enumerate(sizes)
            if np.all(np.abs(err[i:]) < target)]
    assert good, "no computed cell reaches the target"
    return good[0]


needed = {name: smallest_size(err) for name, err in errors.items()}
L_formula = alpha * e2 / (2 * eps_model * target)
assert abs(needed["insulator, uncorrected"] * a - L_formula) <= a

print(f"Madelung constant, direct cubes: {alpha:.6f}")
print(f"Madelung constant, Ewald: {alpha_ewald:.6f}")
print(f"e^2/(4 pi eps0) = {e2:.4f} eV angstrom")
print(f"alpha e^2/2 = {alpha * e2 / 2:.3f} eV angstrom")
print(f"Model: a = {a:.1f} angstrom, eps = {eps_model:.1f}, "
      f"U = {U_eV:.1f} eV, W = {W_eV:.1f} eV")
print(f"Site polarizability = {polarizability(eps_model) * a**3:.4f} "
      "angstrom^3")
print("Fitted 1/L coefficient and formula, eV angstrom:")
for eps, (coef, square, ratio) in fits.items():
    print(f"  eps {eps:.1f}: fit {coef[1] * e2:.4f}, "
          f"formula {-alpha * e2 / (2 * eps):.4f}")
print(f"  site shift: fit {shift_coef[1] * e2:.5f}")
print("Fitted coefficients of (a/L)^2, (a/L)^3, (a/L)^5 in eV, and ratio")
print(f"  of remainders (pure inverse cube: {ratio_cubic:.4f}):")
for eps, (coef, square, ratio) in fits.items():
    print(f"  eps {eps:.1f}: {square * unit:.5f}, {coef[2] * unit:.3f}, "
          f"{coef[3] * unit:.2f}; ratio {ratio:.4f}")
print(f"Limits: insulator {ins_coef[0] * unit:.4f} eV, "
      f"shift {shift_coef[0] * unit:.4f} eV, metal {met_inf * unit:.4f} eV")
print("Errors in eV; columns: L (angstrom), insulator uncorrected,")
print("  insulator corrected, site shift, metal neutral, metal charged")
for n in (2, 3, 4, 5, 6, 8, 10, 12, 13, 14, 20, 30):
    i = int(np.where(sizes == n)[0][0])
    row = " ".join(f"{err[i]:11.6f}" for err in errors.values())
    print(f"{n * a:5.1f} {row}")
print(f"Smallest tested cells (from {sizes[0] * a:.0f} angstrom up) "
      f"with error below {target} eV:")
for name, n in needed.items():
    print(f"  {name}: L = {n * a:.1f} angstrom, {n**3} sites")
print(f"Uncorrected size from the formula for {target} eV, "
      f"one atom per {a**3:.0f} angstrom^3:")
for eps in (2.0, 5.0, 10.0, 20.0):
    length = alpha * e2 / (2 * eps * target)
    print(f"  eps = {eps:.0f}: L = {length:.1f} angstrom, "
          f"about {length**3 / a**3:.0f} atoms")
L_test = 12.0
term = alpha * e2 / (2 * eps_model * L_test)
wrong = alpha * e2 / (2 * 1.1 * eps_model * L_test)
print(f"L = {L_test:.0f} angstrom: correction {term:.4f} eV; "
      f"with eps 10 percent too large {wrong:.4f} eV")
print(f"  resulting error of the correction: {term - wrong:.4f} eV")
print("ALL CHECKS PASSED")
```

It prints:

```
Madelung constant, direct cubes: 2.837297
Madelung constant, Ewald: 2.837297
e^2/(4 pi eps0) = 14.3996 eV angstrom
alpha e^2/2 = 20.428 eV angstrom
Model: a = 3.0 angstrom, eps = 5.0, U = 28.0 eV, W = 24.0 eV
Site polarizability = 3.6833 angstrom^3
Fitted 1/L coefficient and formula, eV angstrom:
  eps 1.5: fit -13.6187, formula -13.6187
  eps 2.5: fit -8.1712, formula -8.1712
  eps 5.0: fit -4.0844, formula -4.0856
  site shift: fit -0.00098
Fitted coefficients of (a/L)^2, (a/L)^3, (a/L)^5 in eV, and ratio
  of remainders (pure inverse cube: 1.4996):
  eps 1.5: 0.00005, -0.887, 2.17; ratio 1.4918
  eps 2.5: 0.00035, -0.697, 10.78; ratio 1.4486
  eps 5.0: 0.01093, -0.169, 82.99; ratio 2.8047
Limits: insulator -2.8713 eV, shift -1.0927 eV, metal -10.3296 eV
Errors in eV; columns: L (angstrom), insulator uncorrected,
  insulator corrected, site shift, metal neutral, metal charged
  6.0   -0.533402    0.147533   -0.084115    0.011449    0.410280
  9.0   -0.329755    0.124202   -0.076375    0.000855    0.119028
 12.0   -0.281079    0.059388   -0.017539    0.000077    0.049931
 15.0   -0.245687    0.026687   -0.001202    0.000007    0.025533
 18.0   -0.214916    0.012062    0.003525    0.000001    0.014772
 24.0   -0.167488    0.002746    0.003632    0.000000    0.006232
 30.0   -0.135411    0.000776    0.002292    0.000000    0.003191
 36.0   -0.113212    0.000277    0.001415    0.000000    0.001846
 39.0   -0.104580    0.000179    0.001128    0.000000    0.001452
 42.0   -0.097155    0.000122    0.000911    0.000000    0.001163
 60.0   -0.068068    0.000025    0.000314   -0.000000    0.000399
 90.0   -0.045385    0.000011    0.000089    0.000000    0.000118
Smallest tested cells (from 6 angstrom up) with error below 0.1 eV:
  insulator, uncorrected: L = 42.0 angstrom, 2744 sites
  insulator, corrected: L = 12.0 angstrom, 64 sites
  insulator, site shift: L = 6.0 angstrom, 8 sites
  metal, neutral cell: L = 6.0 angstrom, 8 sites
  metal, charged cell: L = 12.0 angstrom, 64 sites
Uncorrected size from the formula for 0.1 eV, one atom per 27 angstrom^3:
  eps = 2: L = 102.1 angstrom, about 39466 atoms
  eps = 5: L = 40.9 angstrom, about 2526 atoms
  eps = 10: L = 20.4 angstrom, about 316 atoms
  eps = 20: L = 10.2 angstrom, about 39 atoms
L = 12 angstrom: correction 0.3405 eV; with eps 10 percent too large 0.3095 eV
  resulting error of the correction: 0.0310 eV
ALL CHECKS PASSED
```
